**Bonding shifts and the departure from Bragg additivity**

The program examines S − S_B = −K w ln(I_v/I_vB), where S and S_B are the compound and Bragg stopping powers, K is the Bethe prefactor, w is the valence fraction, and I_v and I_vB are the log-mean valence excitation energies in the compound and the reference. It asserts that oscillator strengths from grid diagonalization match their closed form, and that the full Born sum approaches the Bethe logarithm with a first shell coefficient near 3. It also asserts the Bethe sum rule for a soft-Coulomb atom and the dipole sum rule for a correlated two-electron model molecule. The molecule's log-mean energy changes by +0.05 in logarithm at its bond length of 1.60 Bohr, by −0.25 at 3 Bohr and by −0.006 at 10 Bohr. For 2 MeV protons in a resist-like model with an assumed 10 % valence shift, the stopping power falls by 0.34 eV/nm, or 1.7 %. Full oscillator sums change the total stopping number by −0.13 but alter the bonding difference only from −0.0715 to −0.0734, and the program asserts agreement of these differences within 4 %. A further assertion compares the condensation shift of a single mode with an integral over its loss function; for the example this shift is as large as the assumed bond shift.

## Numerical verification

```python
"""Result under test: bonding changes the Bethe stopping power by
    S - S_Bragg = -K * w * ln(I_v / I_vB),
K = 4 pi Z1^2 (e^2/4 pi eps0)^2 n / (m v^2), n = electron density,
w = valence fraction of the electrons, I_v and I_vB = log-mean valence
excitation energies in the compound and in the Bragg reference.
The core contribution is assumed to carry over unchanged.
Model atom and molecule: Rydberg units, H = p^2 + V, lengths in Bohr.
Resist example: eV and nm, round model parameters.
"""
import numpy as np
from math import factorial
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import minimize_scalar
from scipy.sparse.linalg import LinearOperator, eigsh
from scipy.special import exp1, gammaincc, zeta

# ---------- grid representation of p^2 ----------
step = 0.4
x = step * np.arange(-40, 41)
size = len(x)
offset = np.subtract.outer(np.arange(size), np.arange(size))
safe = np.where(offset == 0, 1, offset)
kinetic = np.where(offset == 0, np.pi**2 / (3 * step**2),
                   2 * (-1.0)**np.abs(offset) / (step * safe)**2)

# ---------- oscillator: generalized strengths from diagonalization ----------
levels, states = np.linalg.eigh(kinetic + np.diag(x**2 / 4))
for recoil in (0.5, 2.0):
    kicked = np.exp(1j * np.sqrt(recoil) * x) * states[:, 0]
    for n in range(1, 6):
        numeric = ((levels[n] - levels[0]) / recoil
                   * abs(states[:, n] @ kicked)**2)
        formula = np.exp(-recoil) * recoil**(n - 1) / factorial(n - 1)
        assert abs(numeric - formula) < 1e-6


def oscillator_stopping_number(xi):
    """Full Born sum over levels; xi = 2 m v^2 / (hbar omega)."""
    m = np.arange(1, int(5 * xi) + 300)
    return 0.5 * (exp1(1 / xi)
                  + np.sum(gammaincc(m, (m + 1.0)**2 / xi) / m))


xi_test = 1600.0
L_full_test = oscillator_stopping_number(xi_test)
shell_coefficient = xi_test * (np.log(xi_test) - L_full_test)
assert abs(L_full_test - np.log(xi_test)) < 0.004
assert abs(shell_coefficient - 3) < 0.1

# ---------- one-electron soft-Coulomb atom ----------
levels, states = np.linalg.eigh(kinetic + np.diag(-2 / np.sqrt(x**2 + 1)))
atom_energy = levels[0]
gaps = levels[1:] - levels[0]
strengths = gaps * (states[:, 1:].T @ (x * states[:, 0]))**2
atom_sum = strengths.sum()
atom_log = strengths @ np.log(gaps) / atom_sum
assert abs(atom_sum - 1) < 1e-3
bethe_sums = []
for q in (0.5, 2.0):
    amplitudes = states.T @ (np.exp(1j * q * x) * states[:, 0])
    bethe_sums.append(np.sum((levels - levels[0])
                             * abs(amplitudes)**2) / q**2)
    assert abs(bethe_sums[-1] - 1) < 2e-3


# ---------- two interacting electrons in a soft-Coulomb diatomic ----------
def molecule_ground(distance):
    well = sum(-2 / np.sqrt((x - c)**2 + 1)
               for c in (-distance / 2, distance / 2))
    potential = (well[:, None] + well[None, :]
                 + 2 / np.sqrt((x[:, None] - x[None, :])**2 + 1))

    def apply(vector):
        p = vector.reshape(size, size)
        return (kinetic @ p + p @ kinetic + potential * p).ravel()

    left = np.exp(-0.5 * (x + distance / 2)**2)
    right = np.exp(-0.5 * (x - distance / 2)**2)
    guess = (np.outer(left, right) + np.outer(right, left)).ravel()
    operator = LinearOperator((size**2, size**2), matvec=apply, dtype=float)
    energy, vector = eigsh(operator, k=1, which='SA', v0=guess,
                           ncv=40, tol=1e-10)
    return energy[0], vector[:, 0], apply


def total_energy(distance):
    return molecule_ground(distance)[0] + 2 / np.sqrt(distance**2 + 1)


def dipole_spectrum(distance, steps=160):
    """Log mean energy, total strength, lowest strong line (gap, f)."""
    energy, ground, apply = molecule_ground(distance)
    start = (x[:, None] + x[None, :]).ravel() * ground
    norm2 = start @ start
    basis = np.zeros((steps, size**2))
    basis[0] = start / np.sqrt(norm2)
    diagonal, coupling = np.zeros(steps), np.zeros(steps - 1)
    for k in range(steps):
        new = apply(basis[k])
        diagonal[k] = basis[k] @ new
        for _ in range(2):
            new -= basis[:k + 1].T @ (basis[:k + 1] @ new)
        if k < steps - 1:
            coupling[k] = np.linalg.norm(new)
            basis[k + 1] = new / coupling[k]
    nodes, vectors = eigh_tridiagonal(diagonal, coupling)
    gap = nodes - energy
    keep = gap > 0.05          # drops only rounding-level ground-state leakage
    gap = gap[keep]
    f = gap * norm2 * vectors[0, keep]**2
    first = np.flatnonzero(f > 1e-3)[0]
    return f @ np.log(gap) / f.sum(), f.sum(), gap[first], f[first]


bond = minimize_scalar(total_energy, bounds=(1.0, 3.0), method='bounded',
                       options={'xatol': 0.01})
bond_length = bond.x
binding = 2 * atom_energy - bond.fun
assert binding > 0
distances = (bond_length, 3.0, 10.0)
spectra = [dipole_spectrum(d) for d in distances]
log_shifts = [s[0] - atom_log for s in spectra]
for s in spectra:
    assert abs(s[1] - 2) < 3e-3
assert abs(log_shifts[2]) < 0.02
assert max(abs(log_shifts[0]), abs(log_shifts[1])) > 3 * abs(log_shifts[2])

# ---------- resist example: chosen round parameters ----------
density = 400.0                # electrons per nm^3
w = 0.75                       # valence fraction
I_valence, I_core = 35.0, 500.0    # eV
ratio = 1.10                   # chosen bonding shift
mc2 = const.m_e * const.c**2 / const.e
Mc2 = const.m_p * const.c**2 / const.e
coulomb = const.alpha * const.hbar * const.c / const.e * 1e9   # eV nm
I_bragg = np.exp(w * np.log(I_valence) + (1 - w) * np.log(I_core))
I_bonded = np.exp(w * np.log(ratio * I_valence) + (1 - w) * np.log(I_core))


def beta_squared(energy):
    return 1 - 1 / (1 + energy / Mc2)**2


def prefactor(energy):
    return 4 * np.pi * coulomb**2 * density / (mc2 * beta_squared(energy))


def stopping(energy, I):
    return prefactor(energy) * np.log(2 * mc2 * beta_squared(energy) / I)


E_high, E_low = 2e6, 1e6
two_mv2 = 2 * mc2 * beta_squared(E_high)


def full_number(valence_energy):
    return (w * oscillator_stopping_number(two_mv2 / valence_energy)
            + (1 - w) * oscillator_stopping_number(two_mv2 / I_core))


L_bragg = np.log(two_mv2 / I_bragg)
full_bragg = full_number(I_valence)
full_change = full_number(ratio * I_valence) - full_bragg
log_change = -w * np.log(ratio)
assert abs(full_change / log_change - 1) < 0.04

path_bragg = quad(lambda e: 1 / stopping(e, I_bragg), E_low, E_high)[0]
path_bonded = quad(lambda e: 1 / stopping(e, I_bonded), E_low, E_high)[0]
path_first_order = quad(lambda e: -prefactor(e) * log_change
                        / stopping(e, I_bragg)**2, E_low, E_high)[0]
assert abs((path_bonded - path_bragg) / path_first_order - 1) < 0.04

# ---------- condensation of a single valence mode, with local field ----------
plasma2 = 4 * np.pi * coulomb * w * density * (const.hbar * const.c
          / const.e * 1e9)**2 / mc2
mode = np.sqrt(I_valence**2 + 2 * plasma2 / 3)
omega = np.geomspace(0.5, 1e4, 400001)
damping = 0.2
local = (plasma2 / 3) / (I_valence**2 - omega**2 - 1j * damping * omega)
epsilon = (1 + 2 * local) / (1 - local)
loss = 2 / (np.pi * plasma2) * omega**2 * np.imag(-1 / epsilon)
dlog = np.log(omega[1] / omega[0])
loss_sum = np.sum(loss) * dlog
loss_log = np.sum(loss * np.log(omega)) * dlog / loss_sum
assert abs(loss_sum - 1) < 1e-3
# finite damping raises the log mean by about pi*damping/(4*mode) = 0.004
assert abs(loss_log - np.log(mode)) < 0.006
phase_shift = np.log(mode / I_valence)

# ---------- sizes of neglected terms at the higher energy ----------
b2 = beta_squared(E_high)
speed = np.sqrt(b2) / const.alpha
y = 1 / speed
bloch = -y**2 * sum(1 / (k * (k**2 + y**2)) for k in range(1, 2000))
assert abs(bloch + zeta(3) * y**2) < 0.02 * abs(bloch)
hartree = mc2 * const.alpha**2
barkas = (I_valence / hartree) / speed**3
relativistic = -np.log(1 - b2) - b2

print("MODEL CHECKS (Rydberg units)")
print(f"oscillator test, 2mv^2/(hbar omega): {xi_test:.0f}")
print(f"  full Born L: {L_full_test:.5f}; logarithm: {np.log(xi_test):.5f}")
print(f"  first shell coefficient (expected 3): {shell_coefficient:.3f}")
print(f"Bethe sums, model atom, q=0.5 and 2 per Bohr: "
      f"{bethe_sums[0]:.5f}, {bethe_sums[1]:.5f}")
print(f"atom ground energy: {atom_energy:.4f} Ry")
print(f"atom log-mean excitation energy: {np.exp(atom_log):.4f} Ry")
print(f"atom first excitation: {gaps[0]:.4f} Ry, f = {strengths[0]:.4f}")
print(f"molecule bond length: {bond_length:.2f} Bohr")
print(f"molecule binding energy: {binding:.4f} Ry")
for d, s, shift in zip(distances, spectra, log_shifts):
    print(f"R = {d:.2f} Bohr: log-mean energy {np.exp(s[0]):.4f} Ry, "
          f"ln shift {shift:+.4f}")
    print(f"  total f {s[1]:.4f}; first line {s[2]:.4f} Ry, "
          f"f per electron {s[3] / 2:.4f}")
print("RESIST EXAMPLE (chosen round parameters)")
print(f"electron density: {density:.0f} per nm^3; valence fraction: {w:.2f}")
print(f"valence, core log-mean energy: {I_valence:.0f}, {I_core:.0f} eV")
print(f"chosen valence energy ratio: {ratio:.2f}")
print(f"I Bragg: {I_bragg:.2f} eV; I bonded: {I_bonded:.2f} eV")
for e in (E_high, E_low):
    sb, sc = stopping(e, I_bragg), stopping(e, I_bonded)
    print(f"proton energy {e / 1e6:.0f} MeV: 2mv^2 = "
          f"{2 * mc2 * beta_squared(e):.1f} eV, K = {prefactor(e):.3f} eV/nm")
    print(f"  S Bragg {sb:.3f}, S bonded {sc:.3f}, change {sc - sb:.3f} eV/nm")
    print(f"  relative change: {100 * (sc / sb - 1):.2f} %")
print(f"path from 2 to 1 MeV, Bragg: {path_bragg / 1000:.2f} um")
print(f"path from 2 to 1 MeV, bonded: {path_bonded / 1000:.2f} um")
print(f"path change: {(path_bonded - path_bragg) / 1000:.3f} um")
print("NEGLECTED EFFECTS AT 2 MeV")
print(f"Bragg L: {L_bragg:.4f}; bonding change of L: {log_change:.4f}")
print(f"shell correction to L, oscillator model: {full_bragg - L_bragg:.4f}")
print(f"bonding change of L, full oscillator sum: {full_change:.4f}")
print(f"proton speed: {speed:.2f} Bohr velocities")
print(f"Bloch term in L: {bloch:.4f}")
print(f"Barkas expansion parameter, valence: {barkas:.5f}")
print(f"  the same times a generous factor 20: {20 * barkas:.4f}")
print(f"relativistic bracket in L: {relativistic:.2e}")
print(f"valence plasma energy: {np.sqrt(plasma2):.2f} eV")
print(f"single mode after condensation: {mode:.2f} eV")
print(f"gas-to-solid ln shift: {phase_shift:.4f}; "
      f"bond ln shift: {np.log(ratio):.4f}")
print(f"gas-to-solid change of L: {-w * phase_shift:.4f}")
print("done: every assertion held")
```

Running it gives:

```
MODEL CHECKS (Rydberg units)
oscillator test, 2mv^2/(hbar omega): 1600
  full Born L: 7.37588; logarithm: 7.37776
  first shell coefficient (expected 3): 3.008
Bethe sums, model atom, q=0.5 and 2 per Bohr: 1.00000, 1.00000
atom ground energy: -1.3396 Ry
atom log-mean excitation energy: 0.8580 Ry
atom first excitation: 0.7898 Ry, f = 0.8678
molecule bond length: 1.60 Bohr
molecule binding energy: 0.2258 Ry
R = 1.60 Bohr: log-mean energy 0.9033 Ry, ln shift +0.0515
  total f 2.0000; first line 0.8316 Ry, f per electron 0.8332
R = 3.00 Bohr: log-mean energy 0.6672 Ry, ln shift -0.2515
  total f 2.0000; first line 0.6348 Ry, f per electron 0.9479
R = 10.00 Bohr: log-mean energy 0.8530 Ry, ln shift -0.0058
  total f 2.0000; first line 0.7849 Ry, f per electron 0.8657
RESIST EXAMPLE (chosen round parameters)
electron density: 400 per nm^3; valence fraction: 0.75
valence, core log-mean energy: 35, 500 eV
chosen valence energy ratio: 1.10
I Bragg: 68.04 eV; I bonded: 73.09 eV
proton energy 2 MeV: 2mv^2 = 4343.0 eV, K = 4.800 eV/nm
  S Bragg 19.948, S bonded 19.605, change -0.343 eV/nm
  relative change: -1.72 %
proton energy 1 MeV: 2mv^2 = 2175.0 eV, K = 9.584 eV/nm
  S Bragg 33.205, S bonded 32.520, change -0.685 eV/nm
  relative change: -2.06 %
path from 2 to 1 MeV, Bragg: 40.32 um
path from 2 to 1 MeV, bonded: 41.08 um
path change: 0.759 um
NEGLECTED EFFECTS AT 2 MeV
Bragg L: 4.1562; bonding change of L: -0.0715
shell correction to L, oscillator model: -0.1298
bonding change of L, full oscillator sum: -0.0734
proton speed: 8.93 Bohr velocities
Bloch term in L: -0.0149
Barkas expansion parameter, valence: 0.00180
  the same times a generous factor 20: 0.0361
relativistic bracket in L: 9.06e-06
valence plasma energy: 20.34 eV
single mode after condensation: 38.74 eV
gas-to-solid ln shift: 0.1015; bond ln shift: 0.0953
gas-to-solid change of L: -0.0761
done: every assertion held
```
